# Huang-Rhys factor and relaxation energy from a mass-weighted trap distortion

## Question

A trap in a silicon-nitride charge-storage layer changes its charge state when it captures or releases a carrier. The surrounding atoms then have new equilibrium positions. The separation of the two equilibrium geometries is given as the mass-weighted length

\[
\Delta Q=\Big(\sum_i m_i|\Delta\mathbf R_i|^2\Big)^{1/2}=2\ \text{amu}^{1/2}\,\text{Å},
\]

where \(m_i\) is the mass of atom \(i\) and \(\Delta\mathbf R_i\) its displacement. The effective phonon energy is 0.040 eV. Both numbers are rough model parameters, not a computed defect.

Unless a part says otherwise, the distortion follows one vibrational mode, and both charge states are harmonic along it with the same frequency. The electronic transition is vertical: the nuclei do not move during it, and its amplitude does not depend on their positions. The algebra uses atomic units, \(\hbar=m_e=e=1\), so that the phonon energy and the angular frequency are the same number \(\Omega\).

**(a)** Derive the relaxation energy \(E_{\rm rel}\), the energy released in the final well after the vertical transition. Illustrate the size of \(\Delta Q\) with one Si atom and three N neighbours.

**(b)** Derive the Huang-Rhys factor \(S\), the mean number of phonons created when the lattice starts in its initial ground state, and the distribution of phonon numbers.

**(c)** Evaluate \(S\) and \(E_{\rm rel}\), and interpret the values.

**(d)** Find how temperature changes the mean and the spread of the energy that the transition adds to the lattice.

**(e)** The distortion in fact involves many modes. Which result survives if 0.040 eV is a root-mean-square phonon energy?

**(f)** Estimate the effects of a softer final state, anharmonic bonds and an electric field. How many digits of the answer deserve trust in a real device?

## Model answers

### (a) Relaxation energy

Let \(\mathbf R_i^{f}\) be the equilibrium positions in the final charge state, and define \(\mathbf Q_i=\sqrt{m_i}\,(\mathbf R_i-\mathbf R_i^{f})\). The kinetic energy becomes

\[
\tfrac12\sum_i m_i|\dot{\mathbf R}_i|^2=\tfrac12\sum_i|\dot{\mathbf Q}_i|^2 .
\]

Along the straight line joining the two geometries, \(\mathbf Q_i=\mathbf e_iQ\) with \(\sum_i|\mathbf e_i|^2=1\). The kinetic energy is then \(\dot Q^2/2\): the coordinate \(Q\) behaves as a particle of unit mass. Its equation of motion is \(\ddot Q=-dV/dQ\). For oscillation at frequency \(\Omega\) this must read \(\ddot Q=-\Omega^2Q\), so the potential of the final state, measured from its minimum, is

\[
V_f(Q)=\tfrac12\Omega^2Q^2 .
\]

No further mass enters, because the masses are already contained in \(Q\).

The initial state has its minimum at \(Q=\Delta Q\). A vertical transition from there places the lattice at the same \(Q\) on the final curve, and

\[
E_{\rm rel}=V_f(\Delta Q)-V_f(0)=\tfrac12\Omega^2\Delta Q^2 .
\]

To picture the distortion, take masses of 28.09 amu for Si and 14.01 amu for N, and hold the surrounding solid fixed. If the Si atom moves by 0.30 Å, it contributes \(28.09\times0.30^2=2.53\) amu Å² to \(\Delta Q^2=4\) amu Å². If the three N atoms share the remainder equally, each moves by

\[
\sqrt{\frac{4-2.53}{3\times14.01}}=0.187\ \text{Å}.
\]

Thus \(\Delta Q=2\) amu\(^{1/2}\) Å can describe displacements of a few tenths of an angstrom on a few atoms. The same \(\Delta Q\) may also be spread over many atoms that each move less.

### (b) Huang-Rhys factor and phonon distribution

The final Hamiltonian is \(H_f=P^2/2+\Omega^2Q^2/2\). In the initial ground state write \(Q=\Delta Q+x\). The oscillator ground state has

\[
\langle x\rangle=0,\qquad \langle x^2\rangle=\frac1{2\Omega},\qquad \langle P^2\rangle=\frac{\Omega}{2}.
\]

Therefore

\[
\langle H_f\rangle=\frac{\Omega}{4}+\frac{\Omega^2}{2}\left(\Delta Q^2+\frac{1}{2\Omega}\right)
=\frac{\Omega}{2}+\frac{\Omega^2\Delta Q^2}{2}.
\]

The first term is the zero-point energy of the final well. Removing it and dividing by the energy of one phonon gives

\[
S=\tfrac12\Omega\,\Delta Q^2,\qquad E_{\rm rel}=S\,\Omega .
\]

For the distribution, use the lowering operators of the two wells,

\[
a_f=\sqrt{\frac{\Omega}{2}}\,Q+\frac{iP}{\sqrt{2\Omega}},\qquad
a_i=\sqrt{\frac{\Omega}{2}}\,(Q-\Delta Q)+\frac{iP}{\sqrt{2\Omega}}=a_f-\alpha,
\]

with \(\alpha=\sqrt{\Omega/2}\,\Delta Q\), so that \(\alpha^2=S\). The initial ground state obeys \(a_i|0_i\rangle=0\), hence \(a_f|0_i\rangle=\alpha|0_i\rangle\). Expand it in final phonon states, \(|0_i\rangle=\sum_nc_n|n_f\rangle\). Since \(a_f|n_f\rangle=\sqrt n\,|(n-1)_f\rangle\), comparing coefficients gives

\[
\sqrt{n+1}\,c_{n+1}=\alpha c_n\quad\Rightarrow\quad c_n=\frac{\alpha^n}{\sqrt{n!}}\,c_0 .
\]

Normalization requires \(|c_0|^2\sum_nS^n/n!=|c_0|^2e^{S}=1\). The probability of creating \(n\) phonons is therefore the Poisson distribution

\[
P_n=|c_n|^2=e^{-S}\frac{S^n}{n!}.
\]

Because \(P_n/P_{n-1}=S/n\), the probabilities rise while \(n<S\) and fall once \(n>S\). For \(S\ll1\) the transition leaves the lattice mostly in its ground state. For \(S\gg1\) it nearly always creates many phonons.

### (c) Numerical values

With 1 amu = 1822.89 electron masses, 1 bohr = 0.529177 Å and 1 hartree = 27.2114 eV,

\[
\Omega=\frac{0.040}{27.2114}=1.46997\times10^{-3},\qquad
\Delta Q=\frac{2\sqrt{1822.89}}{0.529177}=161.365 .
\]

Hence \(\Delta Q^2=26038.6\), and

\[
S=\tfrac12(1.46997\times10^{-3})(26038.6)=19.14,
\]

\[
E_{\rm rel}=19.14\times0.040\ \text{eV}=0.77\ \text{eV}\quad(0.0281\ \text{hartree}).
\]

Collecting the unit factors gives a working rule in which the phonon energy is entered in eV and \(\Delta Q^2\) in amu Å²:

\[
S=C\,\Omega\,\Delta Q^2,\qquad
C=\frac{1822.89}{2(0.529177)^2(27.2114)}=119.6 .
\]

At fixed phonon energy, halving \(\Delta Q\) divides both results by four. At fixed \(\Delta Q\), halving the phonon energy halves \(S\) but divides \(E_{\rm rel}\) by four.

The most probable phonon number is 19, the largest integer below \(S\), yet its probability is only 0.091. A Poisson distribution has standard deviation \(\sqrt S\), here about 4.4 phonons. The probability of creating no phonon is \(e^{-S}=4.9\times10^{-9}\), so this is strong coupling.

The relaxation energy is not the trap depth, which is a separate parameter. It does fix the Stokes shift of the model. Let \(\Delta\) be the energy difference between the two minima. Vertical absorption ends \(E_{\rm rel}\) above the upper minimum and costs \(\Delta+E_{\rm rel}\). Vertical emission ends \(E_{\rm rel}\) above the lower minimum and yields \(\Delta-E_{\rm rel}\). With equal frequencies the mean energies of the two bands differ by \(2E_{\rm rel}=1.53\) eV. This picture assumes two discrete electronic levels. When the carrier is exchanged with a band of the nitride, the spectra are broadened thresholds rather than lines.

### (d) Temperature

Let \(H_i\) be the initial lattice Hamiltonian, with its minimum set to zero energy. With \(x=Q-\Delta Q\),

\[
D\equiv H_f-H_i=\tfrac12\Omega^2\left[(x+\Delta Q)^2-x^2\right]
=E_{\rm rel}+\Omega^2\Delta Q\,x .
\]

Suppose the lattice starts in level \(m\) of the initial well. The mean energy gained over all final levels is \(\langle m|D|m\rangle=E_{\rm rel}\), since \(\langle m|x|m\rangle=0\). This holds for every \(m\), so the thermal mean is also \(E_{\rm rel}\), and the mean net number of phonons gained remains \(S\). Here \(\Omega\) and \(\Delta Q\) are held fixed as the temperature changes.

For the second moment, completeness of the final states gives

\[
\sum_n|\langle n_f|m_i\rangle|^2(E_n-E_m)^2=\langle m|(H_f-E_m)^2|m\rangle=\langle m|D^2|m\rangle .
\]

The last step uses \((H_f-E_m)|m\rangle=(H_f-H_i)|m\rangle\). Since \(\langle m|x^2|m\rangle=(m+\tfrac12)/\Omega\), and the thermal mean of \(m+\tfrac12\) is \(\tfrac12\coth(\Omega/2k_BT)\), the variance is

\[
\sigma^2=\Omega^4\Delta Q^2\,\frac{1}{2\Omega}\coth\frac{\Omega}{2k_BT}
=S\,\Omega^2\coth\frac{\Omega}{2k_BT}.
\]

At zero temperature \(\sigma=0.040\sqrt{19.14}=0.175\) eV. The formula gives 0.217 eV at 300 K and 0.232 eV at 358 K. When \(k_BT\gg\Omega\), the hyperbolic cotangent tends to \(2k_BT/\Omega\) and \(\sigma^2\to2k_BTE_{\rm rel}\), the classical result.

These moments describe the distribution over all vertical transitions. A thermal capture rate additionally requires the lattice energy gained to match the electronic energy released, so it depends on the trap depth and can vary strongly with temperature even though \(S\) does not.

### (e) Many modes

Let \(q_k\) be the component of the distortion along mode \(k\), with frequency \(\omega_k\). In the harmonic approximation, with the same modes in both charge states, the modes are independent and their contributions add:

\[
\Delta Q^2=\sum_kq_k^2,\qquad
E_{\rm rel}=\tfrac12\sum_k\omega_k^2q_k^2,\qquad
S=\tfrac12\sum_k\omega_kq_k^2 .
\]

Define averages with weights \(q_k^2/\Delta Q^2\), and set \(\Omega^2=\langle\omega^2\rangle\). Then \(\tfrac12\Omega^2\Delta Q^2\) reproduces the many-mode \(E_{\rm rel}\). The weights matter: a plain root-mean-square over all modes of the solid does not in general give this result. The many-mode Huang-Rhys factor is \(\tfrac12\langle\omega\rangle\Delta Q^2\). Because \(\langle\omega^2\rangle-\langle\omega\rangle^2\ge0\), the mean cannot exceed \(\Omega\), and the one-mode \(S\) is an upper bound.

As an example, let two modes share \(\Delta Q^2\) equally. If one has energy 0.0250 eV, the other needs \(\sqrt{2(0.040)^2-(0.0250)^2}=0.0507\) eV to keep the root-mean-square value at 0.040 eV. The rule from part (c), applied to each mode with 2 amu Å², gives

\[
S=119.6\times2\times(0.0250+0.0507)=18.1 .
\]

This is about 5% below the one-mode value, while \(E_{\rm rel}\) stays at 0.77 eV. The spread of part (d) does not carry over either. The variances of independent modes add, so at zero temperature \(\sigma^2=\tfrac12\langle\omega^3\rangle\Delta Q^2\), which gives 0.187 eV here instead of 0.175 eV. Only its classical limit \(2k_BTE_{\rm rel}\) is unchanged.

The definition of the effective energy matters. If 0.040 eV instead meant the ratio \(E_{\rm rel}/S=\langle\omega^2\rangle/\langle\omega\rangle\), it would be at least as large as the root-mean-square value, and the one-mode formulas could overestimate both quantities.

### (f) Corrections and the real device

**Softer final state.** Keep \(\Delta Q\) and the initial frequency fixed, and lower the final phonon energy by 10%, to \(\Omega_f=0.036\) eV. Repeating the calculation of part (b) gives

\[
\langle H_f\rangle-\frac{\Omega_f}{2}
=\frac{\Omega_f^2\Delta Q^2}{2}+\frac{\Omega}{4}+\frac{\Omega_f^2}{4\Omega}-\frac{\Omega_f}{2}
=\frac{\Omega_f^2\Delta Q^2}{2}+\frac{(\Omega-\Omega_f)^2}{4\Omega}.
\]

The first term is the new relaxation energy, \(0.9^2\times0.7655=0.62\) eV, which is 19% lower. The second arises because the initial wave packet has the wrong width for the new well. It is only 0.0001 eV. The mean phonon number falls to about \(0.9\times19.14=17.2\). The distribution is no longer Poisson: its variance is 15.5, and the zero-phonon probability is \(e^{-18.1}\) rather than \(e^{-17.2}\).

**Anharmonic bonds.** Replace the parabola by a Morse curve, \(V(x)=D_b(1-e^{-ax})^2\), with a rough bond depth \(D_b=4\) eV. Equal curvature at the minimum requires \(2D_ba^2=\Omega^2\), and therefore

\[
a\,\Delta Q=\frac{\Omega\,\Delta Q}{\sqrt{2D_b}}=\sqrt{\frac{E_{\rm rel}}{D_b}}=\sqrt{\frac{0.7655}{4}}=0.44 .
\]

If one bond carries the whole distortion, the potential energy at the displaced point is 0.50 eV when the bond is stretched and 1.20 eV when it is compressed. These lie 34% below and 57% above the harmonic value. If four equal bonds share the distortion, each changes by \(\Delta Q/2\), because \(4(\Delta Q/2)^2=\Delta Q^2\). The totals are then 0.62 eV with all four stretched and 0.96 eV with all four compressed.

The trend follows from the expansion \(V\simeq\tfrac12\Omega^2x^2(1-ax)\): the leading relative error is proportional to the displacement of each bond. Two equal stretches and two equal compressions would cancel at this order.

**Electric field.** A force \(f\) along \(Q\) adds \(-fQ\) to the potential and shifts its minimum by \(f/\Omega^2\). With equal frequencies, a force common to both states shifts both minima equally and leaves \(\Delta Q\) unchanged, so only the difference matters. Let the effective charge of the moving Si atom differ by one electron charge between the states, and treat the mode as motion of that atom along the field. At 5 MV/cm the force on one electron charge is 0.05 eV/Å. The curvature is \(2E_{\rm rel}/\Delta Q^2=0.383\) eV/(amu Å²), so

\[
\delta Q=\frac{0.05}{\sqrt{28.09}\times0.383}=0.025\ \text{amu}^{1/2}\,\text{Å}.
\]

This changes \(\Delta Q\) by 1.2% and \(E_{\rm rel}\) by about 2.5%, upward or downward according to the sign of the force difference. With the geometry of part (a), where Si moves only 0.30 Å, the change of \(E_{\rm rel}\) is about 2%. These figures concern the lattice relaxation alone. The field acts far more strongly on the electronic side: for a Coulomb-attractive trap with a relative permittivity near 7.5, Poole-Frenkel lowering of the emission barrier at 5 MV/cm is about 0.6 eV.

**Comparison with a real layer.** Fields of several MV/cm occur in the nitride of a charge-trap memory during programming and erasing. During storage the field is usually lower, and the shift \(\delta Q\) estimated above shrinks in proportion. Temperatures from 300 to 358 K are within the usual operating range. Silicon-nitride bond-stretching vibrations lie roughly near 0.1 eV, so an effective energy of 0.040 eV implies that softer bending or collective motion carries most of \(\Delta Q^2\): the stretching share cannot exceed \((0.040/0.1)^2=16\%\). Stretching can still carry most of the energy. Modes at 0.020 and 0.10 eV with weights 0.875 and 0.125 keep the root-mean-square value at 0.040 eV, put 78% of \(E_{\rm rel}\) in the stretch, and give \(S=14.4\). The Morse estimate gives a bond this soft curvature, so it is not a prediction for a Si–N bond. A stiffer bond of the same depth, displaced by the same \(\Delta Q\), would deviate more strongly from its harmonic value. Real nitride layers are amorphous, which breaks the assumption of one \(\Delta Q\) for all traps. At fixed phonon energy, a trap with \(\Delta Q\) larger by 10% has \(E_{\rm rel}\) and \(S\) larger by 21%.

For the stated inputs the conversion gives \(S=19.1\) and \(E_{\rm rel}=0.77\) eV. As a description of a real trap, neither number deserves more than one digit, and the cases above show that even the first digit of \(E_{\rm rel}\) can change. Among the cases estimated here, strongly localized anharmonicity moves \(E_{\rm rel}\) most. A 10% lower final frequency moves it by about a fifth, anharmonicity shared by four bonds by a fifth to a quarter, and the field by a few per cent. A spread of mode energies at fixed root-mean-square value leaves \(E_{\rm rel}\) unchanged but lowers \(S\), by 5% and 25% in the two examples given. In the harmonic model with equal frequencies in the two charge states, temperature broadens the energy distribution without moving its mean.
